# Why the core-Hamiltonian guess misplaces electrons in HF and LiH

## A fluorine nucleus and a distant proton

Place ten electrons in the field of a fluorine nucleus and a proton that are very far apart, and switch off the repulsion between the electrons. Each electron then sees bare nuclei. In Rydberg units, with energies in Ry and lengths in bohr, the lowest level of the proton is $-1$. The fluorine nucleus, with $Z=9$, has one level at $-81$ and four at $-81/4=-20.25$. These five orbitals hold ten electrons, and all of them lie below the proton's level. Every electron goes to fluorine, giving F⁻ and a bare proton.

The core-Hamiltonian guess applies this rule to a real molecule. A self-consistent calculation for a closed-shell molecule needs the Fock operator

$$F[D]=h+J[D]-\tfrac12K[D],\qquad h=-\nabla^2-\sum_A\frac{2Z_A}{r_A}.$$

Here $D$ is the density matrix, $J$ the average electron repulsion, $K$ the exchange term and $r_A$ the distance to nucleus $A$. Since $D$ is not known at the start, the guess sets $D=0$ on the right, diagonalizes $h$ and doubly occupies the lowest orbitals.

At a real bond length the two nuclei also act on each other's electrons. Whether the heavy atom still wins depends on several contributions, taken here one at a time. The nuclei are fixed points and relativity is neglected. The standard of comparison is restricted Hartree-Fock (RHF), the solution that the guess is meant to approach. RHF omits electron correlation.

## Contribution 1: the electron's own nucleus

For one nucleus, set $\mathbf r=\mathbf x/Z$. Two derivatives give $\nabla_r^2=Z^2\nabla_x^2$, and $2Z/r=2Z^2/x$, so

$$-\nabla_r^2-\frac{2Z}{r}=Z^2\left(-\nabla_x^2-\frac2x\right).$$

The bracket is the hydrogen Hamiltonian, with levels $-1/n^2$. Hence

$$E_n=-\frac{Z^2}{n^2}.$$

The levels needed here can be checked by substitution. The radial function $u=x\times(\text{radial part})$ obeys

$$-u''+\frac{l(l+1)}{x^2}u-\frac2xu=\varepsilon u .$$

- 1s: $u=xe^{-x}$ has $u''=(x-2)e^{-x}$. The left side is $(-x+2-2)e^{-x}=-u$, so $\varepsilon=-1$.
- 2s: $u=(x-\tfrac12x^2)e^{-x/2}$ has $u''=(-2+\tfrac54x-\tfrac18x^2)e^{-x/2}$. The left side is $(-\tfrac14x+\tfrac18x^2)e^{-x/2}=-\tfrac14u$.
- 2p: $u=x^2e^{-x/2}$ has $u''=(2-2x+\tfrac14x^2)e^{-x/2}$. The left side is $(-2+2x-\tfrac14x^2+2-2x)e^{-x/2}=-\tfrac14u$.

So 2s and 2p coincide, which is the hydrogenic ordering. The scaling also shrinks every orbital by $1/Z$.

## Contribution 2: the other nucleus

Let the heavy atom $A$ sit at $z=0$ and the light atom $B$ at $z=R$. An electron on $A$ is also attracted by $B$, by about $-2Z_B/R$. An electron on $B$ gains about $-2Z_A/R$. The second shift is the larger, so this contribution favours the light atom.

For the 1s orbital of $B$ the shift can be averaged without the point-charge approximation. The radial probability is $P(r)=4Z_B^3r^2e^{-2Z_Br}$. A spherical shell of radius $r$ acts at distance $R$ like a point charge if $r<R$, and gives the constant potential $1/r$ inside itself if $r>R$. Therefore

$$\left\langle\frac1{r_A}\right\rangle=\frac1R\int_0^RP\,dr+\int_R^\infty\frac Pr\,dr .$$

The two terms are

$$\frac1R\left[1-(1+2Z_BR+2Z_B^2R^2)e^{-2Z_BR}\right]\quad\text{and}\quad(2Z_B^2R+Z_B)e^{-2Z_BR}.$$

In the sum the terms in $Z_B^2R^2$ cancel, leaving

$$\left\langle\frac1{r_A}\right\rangle=\frac1R\left[1-(1+Z_BR)e^{-2Z_BR}\right].$$

The bracket is a penetration factor. It tends to 1 at large $R$.

In the point-charge estimate, shell $n$ of $A$ lies below 1s of $B$ when

$$-\frac{Z_A^2}{n^2}-\frac{2Z_B}{R}<-Z_B^2-\frac{2Z_A}{R}.$$

Moving the $1/R$ terms to the left and the others to the right gives $2(Z_A-Z_B)/R<(Z_A/n)^2-Z_B^2$. For $Z_A>Z_B$ the left side is positive, so the condition can hold only if $Z_A/n>Z_B$. It then reads

$$R>R_c=\frac{2(Z_A-Z_B)}{(Z_A/n)^2-Z_B^2}.$$

Crowding onto the heavier atom is thus conditional. For the $n=2$ shells,

$$R_c(\text{HF})=\frac{16}{19.25}=0.83\ \text{bohr},\qquad R_c(\text{LiH})=\frac{4}{1.25}=3.20\ \text{bohr}.$$

The worked examples use $R=1.7$ bohr for HF and $R=3.0$ bohr for LiH. In both cases the RHF energy rises when $R$ is changed by 0.3 bohr either way, so these lengths are near the RHF minimum. HF is well beyond its point-charge value of $R_c$, while LiH is almost on it. The LiH estimate survives a better calculation: with integrals in place of point charges, the average Li $n=2$ level crosses H 1s at 3.175 bohr.

For HF the point-charge value is an artifact, because at such a short distance the H 1s cloud extends well past the fluorine nucleus. The potential of a spherical cloud is largest at its centre, so $\langle1/r_A\rangle$ never exceeds its $R\to0$ limit $Z_B=1$, and the H level never falls below $-1-18=-19$ Ry. The proton's attraction only lowers the F $n=2$ levels from $-20.25$ Ry. Before mixing between the atoms, the F shell therefore lies below H 1s at every $R$, and no crossing occurs.

## Contribution 3: splitting of the degenerate shell

Because 2s and 2p are degenerate, even a weak field mixes them strongly. For an orbital small compared with $R$, the attraction of $B$ expands as

$$-\frac{2Z_B}{|\mathbf r-R\hat z|}\approx-\frac{2Z_B}{R}-\frac{2Z_B}{R^2}z .$$

The matrix element $d=\langle2s|z|2p_z\rangle$ is needed. The normalized radial functions are $u_{2s}=(x-\tfrac12x^2)e^{-x/2}/\sqrt2$ and $u_{2p}=x^2e^{-x/2}/\sqrt{24}$. The angular integral of $\cos\theta$ between s and p$_z$ is $1/\sqrt3$. With $\int_0^\infty x^ke^{-x}dx=k!$,

$$d=\frac1{Z_A}\,\frac1{\sqrt3}\,\frac{24-60}{\sqrt{48}}=-\frac{3}{Z_A}.$$

The diagonal elements of $z$ vanish by parity. The $2\times2$ matrix of the field term therefore has only the off-diagonal element $-2Z_Bd/R^2=6Z_B/(Z_AR^2)$, and its eigenvalues are

$$\pm\frac{6Z_B}{Z_AR^2}.$$

The lower state is $(|2s\rangle-|2p_z\rangle)/\sqrt2$. Its mean position is $-d=3/Z_A$, on the side facing $B$. The equal mixture is the leading order only. The next term of the expansion lowers 2p$_z$ relative to 2s, so the 2s weight is 0.44 for F at 1.7 bohr and 0.39 for Li at 3.0 bohr, while the mean position changes by only 1 to 2%. The two shifts cancel in the shell average, which is why the average was used to test $R_c$.

The three contributions can now be weighed, in Ry. For HF the entry is the highest F $n=2$ level, since the whole shell must be filled. For LiH it is the lowest Li $n=2$ level, since only two electrons remain after Li 1s is filled.

| Level | Own nucleus | Other nucleus | Splitting | Sum |
|---|---|---|---|---|
| F, highest | −20.25 | −1.18 | +0.23 | −21.20 |
| H in HF | −1.00 | −9.63 | – | −10.63 |
| Li, lowest | −2.25 | −0.67 | −0.22 | −3.14 |
| H in LiH | −1.00 | −1.98 | – | −2.98 |

The H rows include the penetration factors 0.910 and 0.990. For example, $(18/1.7)\times0.910=9.63$. Direct diagonalization within the F and Li shells gives −21.22 and −3.17 Ry, close to these leading-order sums.

In HF the $Z^2$ term dominates: the attraction of H 1s to the fluorine nucleus is large, but a gap of more than 10 Ry remains. In LiH the first two contributions nearly cancel. The shell average is about −2.91 Ry, slightly above H 1s, and the splitting brings one Li hybrid below it by 0.19 Ry.

## Contribution 4: mixing between the atoms

Let an orbital be $c_A\phi_A+c_B\phi_B$, with overlap $S$, coupling $h_{AB}$ and local energies $E_A,E_B$. The second row of the eigenvalue equation is

$$(h_{AB}-ES)c_A+(E_B-E)c_B=0,$$

so that

$$\frac{c_B}{c_A}=\frac{h_{AB}-ES}{E-E_B}.$$

For a given numerator, a large energy separation suppresses the mixing and a small one enhances it. In the full diagonalization the lowest F $n=2$ level moves by only 0.01 Ry, from −21.69 to −21.70. The Li hybrid moves from −3.17 to −3.35 Ry, a shift as large as its separation from H 1s. These shifts also include the effect of higher functions of the basis. Mixing with the H 1s function alone takes the Li hybrid to −3.28 Ry, a little over half of its shift. It moves the F level by less than 0.001 Ry, so the small shift in HF comes almost wholly from the higher functions. The LiH valence pair is therefore shared, and the guess does not produce Li⁻H⁺ at this bond length.

## What the populations show

Define $N_H$ as the number of electrons nearer to H than to the heavy nucleus, found by integrating the density on one side of the bisecting plane. It does not depend on which atom a basis function is assigned to, but it is a geometric count and not a unique atomic charge. A fluorine cloud that crosses the plane contributes to it. The dipole is

$$\mu=R-\Big\langle\sum_iz_i\Big\rangle$$

in units of $e$ bohr, and is positive when H is the positive end.

The orbitals are expanded in uncontracted Gaussians with exponents in ratio 2.6: 13s9p2d on F, 12s8p2d on Li and 9s3p on H. Such a basis can represent the compact bare-nucleus orbitals. A small basis fitted to screened atoms could not, and its core guess would differ. A larger basis with more polarization functions changes the entries below by up to 0.01: the HF dipoles become 1.63 and 0.74, and the LiH core-guess dipole becomes −0.44.

| Molecule, quantity | Core guess | RHF |
|---|---|---|
| HF, $N_H$ | 0.11 | 1.27 |
| HF, $\mu$ | 1.64 | 0.75 |
| LiH, $N_H$ | 1.13 | 1.69 |
| LiH, $\mu$ | −0.43 | −2.36 |

In HF the guess moves $1.265-0.111\approx1.15$ electrons across the plane to the fluorine side. Most of this is contraction of the fluorine cloud, not loss of electrons from H. A free spherical F⁻ ion puts 0.94 electron beyond the same plane with RHF orbitals and 0.09 with bare-nucleus orbitals, a difference of about 0.84. The dipole is the clearer sign that the guess strips the proton. Its dipole is close to 1.7, the value for a spherical F⁻ centred on its nucleus beside a bare proton. The RHF count exceeds 1 although H is the positive end, which shows why $N_H$ must not be read as a charge.

In LiH the guess places $1.69-1.13=0.56$ electron too few on the H side. The error has the same direction, but the sign of the dipole is still right.

Stretching LiH removes the near-degeneracy. The core-guess count falls as follows:

| $R$ (bohr) | 3 | 4 | 5 | 6 | 8 |
|---|---|---|---|---|---|
| $N_H$ | 1.13 | 0.59 | 0.19 | 0.06 | 0.005 |

At 6 bohr the guess is Li⁻H⁺, with $\mu=3.8$. The hybrid picture comes close to this value: two electrons displaced by $3/Z_A=1$ bohr each give $6-2=4$. RHF has $N_H=1.70$ and $\mu=-4.2$, the opposite polarity. RHF is only the target of the iteration here. It forces the valence pair into one orbital, so it cannot describe separation into neutral Li and H atoms, each with one unpaired electron.

## The missing contribution: screening

In a neutral atom the electron cloud cancels the nuclear attraction outside the atom. Restoring the repulsion therefore weakens both large terms found above: the $Z^2$ binding on the heavy atom and the $-2Z_A/R$ attraction felt at H. The gap between the bare heavy-atom level and the bare H level is a difference between two exaggerated effects.

Screening also removes the hydrogenic degeneracy. Suppose the 1s pair screened fluorine perfectly, leaving $-2(Z-2)/r$. This is still a Coulomb potential, so 2s and 2p would coincide. The real 1s cloud has a finite size, and inside it the attraction is stronger than that. Near the nucleus $u^2$ grows as $x^2$ for 2s but as $x^4$ for 2p, so for a small core the 2s electron gains more from this extra attraction. The argument covers the inner pair alone. With all repulsion and exchange included, RHF for the free F⁻ ion in the basis above gives 2s at −2.14 Ry (−2.15 Ry in a larger basis) and 2p at −0.36 Ry, where the bare nucleus has both at −20.25 Ry.

To test whether the missing repulsion causes the wrong populations, build $J$ and $K$ from superposed atomic densities, add them to $h$ and diagonalize once. In HF this raises $N_H$ from 0.11 to 1.12, which removes

$$\frac{1.122-0.111}{1.265-0.111}\approx0.88$$

of the error. In LiH at 3.0 bohr the count becomes 1.71, against 1.69 in RHF. In these two cases one diagonalization with approximate screening removes most of the error in $N_H$. The last digits depend on the atomic densities and the basis: spherically averaged Hartree-Fock atoms in a larger basis give a fraction of 0.87, a LiH count of 1.73 and an HF dipole of 1.03. The HF dipole is repaired less fully: it becomes 1.04, against 1.64 in the guess and 0.75 in RHF.

## How poor a start it is

The unscreened orbitals are also too small. From the functions above, $\langle x^2\rangle$ is

$$\text{1s: }4\cdot\frac{4!}{2^5}=3,\qquad\text{2s: }\tfrac12\left(4!-5!+\tfrac{6!}4\right)=42,\qquad\text{2p: }\frac{6!}{4!}=30 .$$

For ten electrons around a bare fluorine nucleus the mean square distance per electron is

$$\frac{2\cdot3+2\cdot42+6\cdot30}{10\cdot9^2}=\frac{270}{810}=0.33\ \text{bohr}^2 .$$

The core guess for HF gives 0.33 bohr², and RHF gives 1.37 bohr². The guess thus describes HF almost as a bare-nucleus fluorine shell, about four times too compact in this measure.

The energy shows the cost. The core determinant is an allowed RHF trial state, so its energy cannot lie below the RHF minimum. In HF it lies 32.7 Ry (445 eV) above, which is 16% of the magnitude of the total RHF energy, 200.1 Ry. The determinant from the screened diagonalization lies only 0.05 to 0.06 Ry above, depending on the atomic densities used. In LiH at 3.0 bohr the corresponding excesses are 1.35 Ry (1.36 Ry in a larger basis) and 0.015 Ry.

A poor start need not prevent convergence. For HF the iteration with DIIS acceleration took 11 cycles from the core guess and 8 from atomic densities, and reached the same energy. These counts belong to one molecule and one algorithm. The numerical check that follows gives the values behind these comparisons.

## Values computed for the example and the checks

```
Gaussian exponent ratio: 2.6
F bare n=1: -80.997 Ry; n=2: -20.249 to -20.249 Ry
Li bare n=1: -9.000 Ry; n=2: -2.250 to -2.250 Ry
H bare 1s: -1.0000 Ry
F- ion, RHF: 2s -2.144 Ry, 2p -0.358 Ry
HF point-charge crossing R_c (n=2): 0.831 bohr
LiH point-charge crossing R_c (n=2): 3.200 bohr
LiH crossing from integrals: 3.175 bohr
HF: R = 1.7 bohr, RHF energy -200.1327 Ry
HF unmixed F n=2 levels (Ry): [-21.688 -21.395 -21.395 -21.223]
HF unmixed H 1s level: -10.634 Ry (penetration factor 0.9099)
HF lowest core-guess levels (Ry): [-82.174 -21.697 -21.397 -21.397 -21.224 -11.363]
HF core: H count 0.111, dipole 1.638 e*bohr, excess 32.725 Ry
HF screened: H count 1.122, dipole 1.037 e*bohr, excess 0.053 Ry
HF RHF: H count 1.265, dipole 0.749 e*bohr, excess 0.000 Ry
LiH: R = 3.0 bohr, RHF energy -15.9740 Ry
LiH unmixed Li n=2 levels (Ry): [-3.169 -2.868 -2.868 -2.738]
LiH unmixed H 1s level: -2.980 Ry (penetration factor 0.9901)
LiH lowest core-guess levels (Ry): [-9.667 -3.354 -2.882 -2.882 -2.744 -2.386]
LiH core: H count 1.129, dipole -0.433 e*bohr, excess 1.351 Ry
LiH screened: H count 1.706, dipole -2.358 e*bohr, excess 0.015 Ry
LiH RHF: H count 1.686, dipole -2.355 e*bohr, excess 0.000 Ry
HF core-guess energy excess: 445.2 eV
HF mean r^2 from F: core 0.334, RHF 1.373 bohr^2
HF RHF iterations: atomic start 8, core start 11
HF final energy difference of the two starts: -1.1e-12 Ry
LiH at 6.0 bohr core: H count 0.056, dipole 3.795 e*bohr, excess 2.925 Ry
LiH at 6.0 bohr screened: H count 1.854, dipole -5.149 e*bohr, excess 0.045 Ry
LiH at 6.0 bohr RHF: H count 1.700, dipole -4.232 e*bohr, excess 0.000 Ry
LiH core guess, R = 3.0 bohr: H count 1.129
LiH core guess, R = 4.0 bohr: H count 0.590
LiH core guess, R = 5.0 bohr: H count 0.191
LiH core guess, R = 6.0 bohr: H count 0.056
LiH core guess, R = 8.0 bohr: H count 0.005
```
